# Tunnel splitting and the one-percent threshold in a quartic double well: verification in Python

```python
# Result under test: for H = p^2/2 + q^4 - a q^2 the ratio
#   R = (E1 - E0)/(E2 - E1)
# falls through 0.01 at a single a = a_c on the range studied, and for large a
#   E1 - E0 -> (8/sqrt(pi)) a^(5/4) exp(-S0),  S0 = (2/3) a^(3/2).
# Symbols: q coordinate, p = -i d/dq, a well parameter, E0 < E1 < E2 levels,
# OMEGA frequency of the oscillator basis, all dimensionless.
# A mode of mass M, minima at +-d and barrier Vb has a^3 = 8 M Vb d^2 / hbar^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq

OMEGA = 4.0
SIZE = 40          # basis states in each parity block
TARGET = 0.01


def parity_block(a, parity, size=SIZE):
    """Hamiltonian matrix among oscillator states n = parity, parity+2, ..."""
    n = parity + 2.0 * np.arange(size)
    two = np.sqrt((n + 1) * (n + 2))
    four = two * np.sqrt((n + 3) * (n + 4))
    diagonal = (OMEGA * (2*n + 1) / 4 + (6*n*n + 6*n + 3) / (4 * OMEGA**2)
                - a * (2*n + 1) / (2 * OMEGA))
    first = two * (-OMEGA / 4 + (4*n + 6) / (4 * OMEGA**2) - a / (2 * OMEGA))
    second = four / (4 * OMEGA**2)
    upper = np.diag(first[:-1], 1) + np.diag(second[:-2], 2)
    return np.diag(diagonal) + upper + upper.T


def lowest_levels(a, size=SIZE):
    even = np.linalg.eigvalsh(parity_block(a, 0, size))
    odd = np.linalg.eigvalsh(parity_block(a, 1, size))
    return np.array([even[0], odd[0], even[1]])


def gaps(a, size=SIZE):
    e = lowest_levels(a, size)
    return e[1] - e[0], e[2] - e[1]


def ratio(a):
    splitting, next_gap = gaps(a)
    return splitting / next_gap


def grid_levels(potential, spacing, kinetic):
    """Three lowest levels of -kinetic d2/dx2 + potential on a sinc grid."""
    index = np.arange(len(potential))
    distance = index[:, None] - index[None, :]
    safe = np.where(distance == 0, 1, distance)
    second = np.where(distance == 0, np.pi**2 / 3,
                      2.0 * (-1.0)**np.abs(distance) / safe**2)
    matrix = kinetic * second / spacing**2 + np.diag(potential)
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 2])


def oscillator_functions(q, count):
    """Normalised oscillator functions and their first derivatives."""
    f = np.zeros((count + 1, len(q)))
    f[0] = (OMEGA / np.pi)**0.25 * np.exp(-OMEGA * q**2 / 2)
    f[1] = np.sqrt(2 * OMEGA) * q * f[0]
    for n in range(1, count):
        f[n+1] = (np.sqrt(2 * OMEGA / (n + 1)) * q * f[n]
                  - np.sqrt(n / (n + 1)) * f[n-1])
    slope = np.zeros((count, len(q)))
    for n in range(count):
        slope[n] = -np.sqrt(OMEGA / 2) * np.sqrt(n + 1) * f[n+1]
        if n > 0:
            slope[n] += np.sqrt(OMEGA / 2) * np.sqrt(n) * f[n-1]
    return f[:count], slope


# Matrix elements against direct integration of the basis functions
line = np.linspace(-7, 7, 2801)
step = line[1] - line[0]
basis, _ = oscillator_functions(line, 12)
numerical_slope = np.gradient(basis, step, axis=1, edge_order=2)
fine_slope = numerical_slope.copy()
fine_slope[:, 2:-2] = (basis[:, :-4] - 8*basis[:, 1:-3]
                       + 8*basis[:, 3:-1] - basis[:, 4:]) / (12 * step)
for a_test in (0.0, 3.7):
    integral = step * (0.5 * fine_slope @ fine_slope.T
                       + (basis * (line**4 - a_test * line**2)) @ basis.T)
    for parity in (0, 1):
        block = parity_block(a_test, parity, 6)
        # tolerance: fourth-order finite-difference derivative
        assert np.allclose(integral[parity::2, parity::2], block, atol=2e-5)

# Levels against an independent grid diagonalisation
grid = np.linspace(-5, 5, 201)
grid_step = grid[1] - grid[0]
largest_difference = 0.0
for a_test in (0.0, 2.0, 5.0, 8.0):
    reference = grid_levels(grid**4 - a_test * grid**2, grid_step, 0.5)
    difference = np.max(np.abs(reference - lowest_levels(a_test)))
    largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-8

# Threshold and scan for a single crossing
a_c = brentq(lambda a: ratio(a) - TARGET, 2.0, 8.0, xtol=1e-12)
levels_c = lowest_levels(a_c)
splitting_c, gap_c = gaps(a_c)
scan = np.linspace(0, 10, 101)
scan_gaps = np.array([gaps(a) for a in scan])
scan_ratio = scan_gaps[:, 0] / scan_gaps[:, 1]
assert np.all(np.diff(scan_gaps[:, 0]) < 0)
assert np.all(np.diff(scan_ratio) < 0)
assert np.all(np.diff(scan_gaps[scan > a_c, 1]) > 0)
grid_c = grid_levels(grid**4 - a_c * grid**2, grid_step, 0.5)
grid_ratio = (grid_c[1] - grid_c[0]) / (grid_c[2] - grid_c[1])
assert abs(grid_ratio - TARGET) < 1e-8

# Upper bounds fall as the basis grows
sizes = (5, 10, 20, 40)
bounds = np.array([lowest_levels(a_c, s) for s in sizes])
assert np.all(np.diff(bounds, axis=0) < 1e-10)

# Mean squares of q, and the slope of ln R against finite differences
q_functions, q_slopes = oscillator_functions(line, 2 * SIZE)
_, even_vectors = np.linalg.eigh(parity_block(a_c, 0))
_, odd_vectors = np.linalg.eigh(parity_block(a_c, 1))
psi = np.array([even_vectors[:, 0] @ q_functions[0::2],
                odd_vectors[:, 0] @ q_functions[1::2],
                even_vectors[:, 1] @ q_functions[0::2]])
mean_square = step * np.sum(psi**2 * line**2, axis=1)
log_slope = ((mean_square[0] - mean_square[1]) / splitting_c
             - (mean_square[1] - mean_square[2]) / gap_c)
h = 1e-3
difference_slope = (np.log(ratio(a_c + h)) - np.log(ratio(a_c - h))) / (2*h)
assert abs(log_slope - difference_slope) < 1e-5
assert mean_square[1] > mean_square[0]

# Splitting from values of the wavefunctions at the barrier top
middle = len(line) // 2
psi1_slope = odd_vectors[:, 0] @ q_slopes[1::2]
half_overlap = abs(simpson(psi[0, middle:] * psi[1, middle:], x=line[middle:]))
barrier_product = abs(psi[0, middle] * psi1_slope[middle])
identity_splitting = barrier_product / (2 * half_overlap)
assert abs(identity_splitting / splitting_c - 1) < 1e-6


# Large-a formula: relative error must vanish as 1/S0
def action(a):
    return 2 * a**1.5 / 3


def tunnel_formula(a):
    return 8 * a**1.25 / np.sqrt(np.pi) * np.exp(-action(a))


deep = np.array([6.0, 8.0, 10.0])
deep_exact = np.array([gaps(a)[0] for a in deep])
deep_error = tunnel_formula(deep) / deep_exact - 1
scaled_error = deep_error * action(deep)
assert np.all(np.diff(np.abs(deep_error)) < 0) and abs(deep_error[-1]) < 0.06
assert np.ptp(scaled_error) < 0.15 * np.mean(scaled_error)
harmonic_ratio = np.array([gaps(a)[1] / (2 * np.sqrt(a)) for a in deep])
assert np.all(np.diff(harmonic_ratio) > 0) and harmonic_ratio[-1] > 0.9
a_estimate = brentq(lambda a: tunnel_formula(a) / (2*np.sqrt(a)) - TARGET, 3, 8)
omega_c = 2 * np.sqrt(a_c)
assert gap_c < omega_c

# Conversion to a mode with round model parameters
mass_u, half_distance = 16.0, 0.30        # u, angstrom
hbar2_over_m = (const.hbar**2 / (mass_u * const.atomic_mass)
                / const.angstrom**2 / const.e * 1e3)     # meV angstrom^2
barrier = a_c**3 * hbar2_over_m / (8 * half_distance**2)
energy_unit = 4 * barrier / a_c**2
length_unit = half_distance / np.sqrt(a_c / 2)
position = np.linspace(-3.2, 3.2, 201) * half_distance
physical_potential = barrier * (((position / half_distance)**2 - 1)**2 - 1)
physical = grid_levels(physical_potential, position[1] - position[0],
                       hbar2_over_m / 2)
physical_splitting, physical_gap = np.diff(physical)
assert abs(physical_splitting / physical_gap - TARGET) < 1e-7
assert np.allclose(physical, energy_unit * levels_c, atol=1e-6)

print("All quantities dimensionless unless a unit is given")
print(f"basis frequency {OMEGA:.1f}, states per parity {SIZE}")
print(f"largest basis-grid level difference {largest_difference:.1e}")
print("a, E0, E1, E2, splitting, next gap, ratio:")
for a in range(0, 9):
    e0, e1, e2 = lowest_levels(float(a))
    print(f"{a} {e0:.6f} {e1:.6f} {e2:.6f} {e1-e0:.4e} {e2-e1:.6f} "
          f"{(e1-e0)/(e2-e1):.4e}")
print(f"threshold a_c = {a_c:.6f}")
print(f"E0, E1, E2 at a_c = {levels_c[0]:.6f} {levels_c[1]:.6f} "
      f"{levels_c[2]:.6f}")
print(f"splitting at a_c = {splitting_c:.7f}")
print(f"next gap at a_c = {gap_c:.6f}")
print(f"minima at q = +-{np.sqrt(a_c/2):.5f}")
print(f"well bottom at a_c = {-a_c**2/4:.5f} (barrier top at 0)")
print(f"harmonic frequency at a_c = {omega_c:.5f}")
print("states per parity, E0, E1, E2, splitting at a_c:")
for s, b in zip(sizes, bounds):
    print(f"{s} {b[0]:.8f} {b[1]:.8f} {b[2]:.8f} {b[1]-b[0]:.8f}")
print("mean q^2 in states 0, 1, 2 at a_c = "
      + " ".join(f"{x:.6f}" for x in mean_square))
print(f"d ln R/da at a_c: formula {log_slope:.5f}, "
      f"finite difference {difference_slope:.5f}")
print(f"half-line overlap of states 0 and 1 at a_c = {half_overlap:.6f}")
print(f"psi0(0) psi1'(0) at a_c = {barrier_product:.7f}")
print(f"splitting from barrier-top identity = {identity_splitting:.7f}")
print("a, S0, exact splitting, large-a formula, rel. error, error*S0:")
for a, x, err, sc in zip(deep, deep_exact, deep_error, scaled_error):
    print(f"{a:.0f} {action(a):.4f} {x:.4e} {tunnel_formula(a):.4e} "
          f"{err:.4f} {sc:.3f}")
print("next gap/harmonic frequency at a = 6, 8, 10: "
      + " ".join(f"{x:.4f}" for x in harmonic_ratio))
print(f"threshold estimated from large-a form = {a_estimate:.5f}")
print(f"S0 at a_c = {action(a_c):.4f}")
print(f"large-a splitting/exact splitting at a_c = "
      f"{tunnel_formula(a_c)/splitting_c:.4f}")
print(f"harmonic frequency/exact next gap at a_c = {omega_c/gap_c:.4f}")
print(f"model mass = {mass_u:.0f} u, minima at +-{half_distance:.2f} angstrom")
print(f"hbar^2/M = {hbar2_over_m:.6f} meV angstrom^2")
print(f"length unit = {length_unit:.5f} angstrom")
print(f"energy unit = {energy_unit:.4f} meV")
print(f"threshold barrier = {barrier:.3f} meV")
print(f"splitting at threshold = {physical_splitting:.5f} meV")
print(f"next gap at threshold = {physical_gap:.4f} meV")
print("verified")
```

Output:

```
All quantities dimensionless unless a unit is given
basis frequency 4.0, states per parity 40
largest basis-grid level difference 2.0e-13
a, E0, E1, E2, splitting, next gap, ratio:
0 0.667986 2.393644 4.696795 1.7257e+00 2.303151 7.4926e-01
1 0.337961 1.612737 3.661873 1.2748e+00 2.049136 6.2210e-01
2 -0.130419 0.661429 2.543795 7.9185e-01 1.882366 4.2067e-01
3 -0.894546 -0.542125 1.412462 3.5242e-01 1.954588 1.8030e-01
4 -2.199187 -2.103495 0.370467 9.5692e-02 2.473961 3.8680e-02
5 -4.135764 -4.119111 -0.756761 1.6652e-02 3.362351 4.9526e-03
6 -6.642727 -6.640628 -2.451186 2.0988e-03 4.189442 5.0097e-04
7 -9.680845 -9.680641 -4.910582 2.0431e-04 4.770058 4.2832e-05
8 -13.237594 -13.237578 -8.011096 1.5895e-05 5.226482 3.0413e-06
threshold a_c = 4.675374
E0, E1, E2 at a_c = -3.441376 -3.410800 -0.353186
splitting at a_c = 0.0305761
next gap at a_c = 3.057614
minima at q = +-1.52895
well bottom at a_c = -5.46478 (barrier top at 0)
harmonic frequency at a_c = 4.32452
states per parity, E0, E1, E2, splitting at a_c:
5 -3.33479993 -3.37752660 -0.11956771 -0.04272667
10 -3.44137505 -3.41079965 -0.35318260 0.03057540
20 -3.44137617 -3.41080003 -0.35318639 0.03057614
40 -3.44137617 -3.41080003 -0.35318639 0.03057614
mean q^2 in states 0, 1, 2 at a_c = 2.044771 2.100332 1.166171
d ln R/da at a_c: formula -2.12268, finite difference -2.12268
half-line overlap of states 0 and 1 at a_c = 0.498765
psi0(0) psi1'(0) at a_c = 0.0305006
splitting from barrier-top identity = 0.0305761
a, S0, exact splitting, large-a formula, rel. error, error*S0:
6 9.7980 2.0988e-03 2.3551e-03 0.1221 1.196
8 15.0849 1.5895e-05 1.7064e-05 0.0735 1.109
10 21.0819 5.3369e-08 5.6077e-08 0.0507 1.070
next gap/harmonic frequency at a = 6, 8, 10: 0.8552 0.9239 0.9481
threshold estimated from large-a form = 4.59312
S0 at a_c = 6.7396
large-a splitting/exact splitting at a_c = 1.2007
harmonic frequency/exact next gap at a_c = 1.4143
model mass = 16 u, minima at +-0.30 angstrom
hbar^2/M = 0.261260 meV angstrom^2
length unit = 0.19621 angstrom
energy unit = 6.7860 meV
threshold barrier = 37.084 meV
splitting at threshold = 0.20749 meV
next gap at threshold = 20.7491 meV
verified
```
